# Impurity charge in a dielectric cylinder: potential and weak-coupling scattering

A unit charge sits on the axis of a wire of radius $R$ and relative permittivity 16. When the permittivity of the surroundings is lowered from 16 to 4, the squared matrix element for scattering a carrier in the wire rises by a factor of 9.1 at momentum transfer $q=0.1/R$, but by only 1.1% at $q=4/R$. The wire and the charge are the same in both cases. The difference lies in where the field of the charge runs.

Let the wire be infinitely long, with permittivity $\varepsilon_w$ for $\rho<R$ and $\varepsilon_e$ for $\rho>R$, both static and local, and a sharp interface. A charge $e$ is at $(\rho,\theta,z)=(\rho_0,0,0)$ with $\rho_0<R$. In SI units the potential obeys $\nabla\cdot(\varepsilon_0\varepsilon\nabla\phi)=-e\,\delta^3(\mathbf r-\mathbf r_0)$. Since $\varepsilon$ depends on $\rho$ alone, we expand in plane waves along $z$ and in angular harmonics:

$$\phi=\frac{e}{4\pi^2\varepsilon_0}\sum_{m=-\infty}^{\infty}e^{im\theta}\int_{-\infty}^{\infty}dq\,e^{iqz}g_m(q,\rho).$$

The delta functions of $z$ and $\theta$ each carry a factor $1/2\pi$, which the prefactor absorbs, so that

$$-\frac1\rho\frac{d}{d\rho}\left(\rho\,\varepsilon\frac{dg_m}{d\rho}\right)+\varepsilon\left(q^2+\frac{m^2}{\rho^2}\right)g_m=\frac{\delta(\rho-\rho_0)}{\rho}.$$

Away from the source and the interface the solutions are the modified Bessel functions $I_m(q\rho)$, regular on the axis, and $K_m(q\rho)$, decaying at infinity. Here $q>0$; negative $q$ gives the same $g_m$.

In a uniform medium $\varepsilon_w$ the solution is $C\,I_m(q\rho_<)K_m(q\rho_>)$, where $\rho_<$ and $\rho_>$ are the smaller and larger of $\rho,\rho_0$. Integrating the radial equation across $\rho_0$ requires $g_m'$ to jump by $-1/(\varepsilon_w\rho_0)$. The Wronskian is $I_mK_m'-I_m'K_m=-1/x$: the Bessel equation makes $x$ times the left side constant, and the small-$x$ forms fix the constant. The jump is therefore $Cq\cdot(-1/q\rho_0)=-C/\rho_0$, and $C=1/\varepsilon_w$.

The interface adds a regular term inside and changes the amplitude outside:

$$\varepsilon_wg_m=\begin{cases}I_m(q\rho_<)K_m(q\rho_>)+A_mI_m(q\rho_0)I_m(q\rho),&\rho<R,\\ B_mI_m(q\rho_0)K_m(q\rho),&\rho>R.\end{cases}$$

Write $x=qR$ and let Bessel functions without argument be taken at $x$. Continuity of the potential and of the normal displacement gives

$$K_m+A_mI_m=B_mK_m,\qquad \varepsilon_w(K_m'+A_mI_m')=\varepsilon_eB_mK_m'.$$

Multiply the second equation by $K_m$ and replace $B_mK_m$ from the first. Then $\varepsilon_wK_mK_m'+\varepsilon_wA_mI_m'K_m=\varepsilon_eK_m'(K_m+A_mI_m)$, and collecting $A_m$ gives

$$A_m=\frac{(\varepsilon_w-\varepsilon_e)K_mK_m'}{\varepsilon_eI_mK_m'-\varepsilon_wI_m'K_m}.$$

Combining $\pm q$ and $\pm m$, the potential inside the wire is

$$\phi=\frac{e}{4\pi\varepsilon_0\varepsilon_w}\frac2\pi\int_0^\infty dq\cos(qz)\sum_m\cos(m\theta)\left[I_m(q\rho_<)K_m(q\rho_>)+A_mI_m(q\rho_0)I_m(q\rho)\right].$$

A finite-volume solution of the radial equation for $m=0,1,2$ at $qR=0.7$ agrees with these modes, inside and outside, to $2.4\times10^{-5}$ of the formula values.

Now take a carrier of charge $\pm e$ in one axisymmetric subband, $\psi=\chi(\rho)e^{ikz}/\sqrt L$, with $\chi$ vanishing at the wall. Let $\langle f\rangle=\int_0^R2\pi\rho\,|\chi|^2f\,d\rho$. The angular average removes every $m\neq0$, and the Fourier transform in $z$ supplies a factor $2\pi$. Apart from the sign of the interaction, the matrix element is $U(q)/L$ with

$$U(q)=\frac{e^2}{2\pi\varepsilon_0\varepsilon_w}F(q),\qquad F=\langle I_0(q\rho_<)K_0(q\rho_>)\rangle+A_0I_0(q\rho_0)\langle I_0(q\rho)\rangle.$$

This is the bare interaction; screening by other carriers is left out. With $K_0'=-K_1$, $I_0'=I_1$ and $\kappa=\varepsilon_w/\varepsilon_e$,

$$A_0=\frac{(\varepsilon_w-\varepsilon_e)K_0K_1}{D}=\frac{(\kappa-1)K_0}{I_0+\kappa I_1K_0/K_1},\qquad D=\varepsilon_wI_1K_0+\varepsilon_eI_0K_1.$$

The surroundings enter $F$ through $A_0$ alone. Differentiating,

$$\frac{\partial A_0}{\partial\varepsilon_e}=\frac{K_0K_1}{D^2}\left[-D-(\varepsilon_w-\varepsilon_e)I_0K_1\right]=-\frac{\varepsilon_wK_0K_1(I_1K_0+I_0K_1)}{D^2}=-\frac{\varepsilon_wK_0K_1}{xD^2}<0,$$

where the last step uses the Wronskian for $m=0$. For $\varepsilon_e\le\varepsilon_w$ both terms of $F$ are non-negative and the first is positive. Lowering $\varepsilon_e$ in this range therefore raises $|U(q)|^2$ at every $q>0$, wherever in the wire the impurity sits. The size of the rise depends on $q$.

For an impurity on the axis, $F=\langle K_0(q\rho)\rangle+A_0\langle I_0(q\rho)\rangle$. At small $x$, $K_0(x)\simeq\mathcal L$ with $\mathcal L=\ln(2/x)-\gamma$ and $\gamma$ Euler's constant, while $I_0\to1$ and $\kappa I_1K_0/K_1\simeq\kappa x^2\mathcal L/2\to0$. Since $K_0(q\rho)\simeq\mathcal L+\ln(R/\rho)$,

$$F\simeq\mathcal L+\langle\ln(R/\rho)\rangle+(\kappa-1)\mathcal L=\kappa\mathcal L+c,\qquad c=\langle\ln(R/\rho)\rangle.$$

The hard-wall ground state has $\chi\propto J_0(js)$, with $s=\rho/R$ and $j$ the first zero of $J_0$. The function $M(s)=s^2[J_0^2(js)+J_1^2(js)]$ has derivative $2sJ_0^2(js)$, so the norm is $M(1)=J_1^2(j)$. Integrating the logarithm by parts,

$$c\,J_1^2(j)=\int_0^1\frac{M}{s}\,ds=\int_0^1s\,J_0^2(js)\,ds+\int_0^1s\,J_1^2(js)\,ds.$$

The first integral is $J_1^2(j)/2$. In the second, put $J_1(js)=-j^{-1}dJ_0(js)/ds$ and integrate by parts; the boundary term vanishes, and the Bessel equation turns the rest into the first integral. Hence $c=1$, and

$$U(q)\simeq\frac{e^2}{2\pi\varepsilon_0}\left[\frac{\ln(2/qR)-\gamma}{\varepsilon_e}+\frac1{\varepsilon_w}\right],\qquad qR\to0.$$

The two terms have a direct reading. A slowly varying line charge has a radial field proportional to $1/(\varepsilon\rho)$, cut off at a distance of order $1/q$. The stretch inside the wire contributes a constant over $\varepsilon_w$; the stretch from $R$ to about $1/q$ contributes a growing logarithm over $\varepsilon_e$. A small momentum transfer probes the second stretch, so the poorly polarizable surroundings set the strength.

At $qR=0.001$ the matched wire, with $\varepsilon_e=\varepsilon_w$, has $F=\mathcal L+1=8.024$. With $\kappa=4$ the formula gives $4\times7.024+1=29.10$, against 29.09 from the full expression. The squared gain is $(29.09/8.024)^2=13.1$, still short of $\kappa^2=16$. The ratio of the two form factors is $\kappa-(\kappa-1)/(\mathcal L+1)$, so the limit is approached only logarithmically. The sensitivity $-\partial\ln U/\partial\ln\varepsilon_e$ measures the control by the surroundings. For $\varepsilon_w=16$ and $\varepsilon_e=4$ it is 0.97 at $qR=0.001$, 0.65 at 0.3, 0.22 at 1 and 0.003 at 4.

The correction $\kappa x^2\mathcal L/2$ in the denominator of $A_0$ turns the sum $\mathcal L+A_0$ into $\kappa\mathcal L[1-(\kappa-1)x^2\mathcal L/2]$, and this has a simple origin. Let a thin wire carry a line charge $\lambda\cos qz$ and have potential $\varphi\cos qz$ over its cross-section. Compared with a uniform medium $\varepsilon_e$, the wire carries extra flux along its axis in proportion to $\varepsilon_w-\varepsilon_e$. By Gauss's law the surroundings then see, per unit length, the reduced line charge $\lambda-\varepsilon_0(\varepsilon_w-\varepsilon_e)\pi R^2q^2\varphi$, which produces at the wall the potential $\mathcal L/(2\pi\varepsilon_0\varepsilon_e)$ times itself. Solving for $\varphi$,

$$\varphi=\frac{\lambda\mathcal L}{2\pi\varepsilon_0\varepsilon_e}\,\frac{1}{1+(\kappa-1)x^2\mathcal L/2}.$$

The exact modes agree: for an axial source the Wronskian gives $K_0+A_0I_0=\kappa K_0/[1+(\kappa-1)xI_1K_0]$ at the wall. The wire keeps more of the flux as $q$ grows, and for a charge away from the wall the surroundings then lose their influence. For $\kappa=4$ the full denominator $I_0+\kappa I_1K_0/K_1$ reaches 2 at $qR=0.67$, where the squared gain has fallen to 2.8.

At large $x$, $K_0\simeq K_1\simeq\sqrt{\pi/2x}\,e^{-x}$ and $I_0\simeq I_1\simeq e^x/\sqrt{2\pi x}$, so

$$A_0\simeq\frac{\kappa-1}{\kappa+1}\,\pi e^{-2x}.$$

Because $\langle I_0(q\rho)\rangle\le I_0(x)$, the interface term in $F$ is at most of order $e^{-x}$. The direct term comes from carriers close to the charge and falls only as a power,

$$\langle K_0(q\rho)\rangle\simeq2\pi|\chi(0)|^2\int_0^\infty\rho K_0(q\rho)\,d\rho=\frac{2\pi|\chi(0)|^2}{q^2}.$$

A close collision with an axial impurity is thus governed by $\varepsilon_w$. At $qR=4$ the power law still exceeds the direct term by 57%, but the interface term already adds only 0.6% to $F$, which gives the 1.1% in the square.

An impurity at the surface, $\rho_0\to R$, behaves differently. Both terms of $F$ then contain $\langle I_0(q\rho)\rangle$, which cancels from the ratio to the matched case:

$$\frac{F}{F_{\rm matched}}=1+\frac{A_0I_0}{K_0}=1+\frac{(\kappa-1)I_0}{I_0+\kappa I_1K_0/K_1}.$$

This tends to $\kappa$ at small $q$ without the logarithmic delay, since no part of the potential drop lies between charge and wall. At large $q$ it tends to $1+(\kappa-1)/(\kappa+1)=2\kappa/(\kappa+1)$, a squared gain of 2.56 for $\kappa=4$. The gain is confined to long range only for charges well inside the wire.

In real space, the behaviour far along the axis follows from the non-analytic part of $A_0$ at small $q$. For an axial charge we need one more order: $I_0\simeq1+x^2/4$, $K_0\simeq\mathcal L(1+x^2/4)+x^2/4$ and $I_1/K_1\simeq x^2/2$, which give

$$\frac{A_0}{\kappa-1}\simeq\mathcal L+\frac{x^2}{4}-\frac{\kappa x^2\mathcal L^2}{2}.$$

The terms $\pm x^2\mathcal L/4$ have cancelled, and $x^2/4$ is analytic and leaves no power-law tail. With a convergence factor understood,

$$\int_0^\infty q^s\cos(qz)\,dq=-\Gamma(1+s)\sin\left(\frac{\pi s}{2}\right)z^{-1-s},\qquad z>0.$$

The orders $s$ and $s^2$ yield $\ln q\to-\pi/2z$ and $\ln^2q\to\pi(\ln z+\gamma)/z$. Since $\mathcal L=-[\ln q+\ln(R/2)+\gamma]$, it follows that $\mathcal L\to\pi/2z$ and $\mathcal L^2\to(\pi/z)\ln(2z/R)$. A factor $q^2$ becomes $-d^2/dz^2$, and

$$\frac{d^2}{dz^2}\,\frac{\ln(2z/R)}{z}=\frac{2\ln(2z/R)-3}{z^3}.$$

Adding the direct term $1/z$ and using $\kappa/\varepsilon_w=1/\varepsilon_e$,

$$\phi(z)\simeq\frac{e}{4\pi\varepsilon_0\varepsilon_ez}\left\{1+(\kappa-1)\frac{R^2}{z^2}\left[2\ln\frac{2z}{R}-3\right]\right\}.$$

Far away the charge is screened by the surroundings alone, although source and observer both sit in the wire. For $\kappa>1$ the limit is approached from above, because of the axial flux term. With $\kappa=4$ the ratio of $\phi$ to the outer-medium Coulomb law is 0.39 at $z=0.3R$, 0.69 at $R$, 1.05 at $3R$, 1.09 at $10R$ and 1.02 at $30R$. At $300R$ the excess over one is $3.268\times10^{-4}$ by quadrature and $3.265\times10^{-4}$ by the formula.

To obtain a scattering rate, let $n$ independent impurities per unit length lie at random positions, so that interference between them averages out at lowest order in the potential. Repeated reflections between impurities, which localize carriers in a long one-dimensional wire, are left out. In one parabolic subband an elastic event can reverse $k$, with transfer $2k$. The golden rule, with $nL$ impurities and $L/(2\pi\hbar v)$ final states per unit energy near $-k$, gives

$$\frac{2\pi}{\hbar}\,(nL)\,\frac{|U(2k)|^2}{L^2}\,\frac{L}{2\pi\hbar v}=\frac{n|U(2k)|^2}{\hbar^2v}.$$

Each reversal changes the velocity by twice its value, so the momentum relaxation rate is

$$\frac1\tau=\frac{2n|U(2k)|^2}{\hbar^2v}.$$

Dividing the reversal rate by the encounter rate $nv$ gives the Born reflection probability of one impurity, $|U(2k)|^2/(\hbar v)^2$.

Take round model values: $R=3$ nm, mass $0.03\,m_e$, axial unit charges, one per micrometre. The mass is that of motion along the axis in the subband, and these values are not meant to match a material. In a narrow-gap semiconductor wire of this radius, confinement makes the axial mass a few times the bulk band-edge mass, well above $0.03\,m_e$, and the subband is noticeably non-parabolic over 200 meV; the model leaves both effects out. At 50 meV kinetic energy $2kR=1.19$ and $\hbar v=0.504$ eV nm. Lowering $\varepsilon_e$ from 16 to 4 raises $|U(2k)|$ from 0.192 to 0.246 eV nm. The Born reflection rises from $(0.1917/0.5040)^2=0.145$ to $(0.2462/0.5040)^2=0.239$, and $1/\tau$ from $2.2\times10^{11}$ to $3.7\times10^{11}$ s$^{-1}$, a factor of 1.65. At 200 meV, where $2kR=2.38$, the factor is 1.10.

These are lowest-order results. Solving the one-dimensional wave equation for the same subband-averaged potential, with its distant tail smoothly switched off, tests them. With the potential scaled by $\pm0.01$ at 50 meV and low $\varepsilon_e$, the reflection averaged over the two signs and divided by the squared scale is 0.2389, against the Born value 0.2386.

At full strength the two signs part. At 50 meV the lower $\varepsilon_e$ raises the reflection from a repulsive charge from 0.31 to 0.98, but reduces that from an attractive charge from 0.050 to 0.018. At 200 meV the repulsive value rises from 0.017 to 0.047 and the attractive one falls from 0.0061 to 0.0038, while the Born value goes from 0.010 to 0.011.

So $|U(2k)|\ll\hbar v$ is not a sufficient condition for the Born result: at 200 meV and low $\varepsilon_e$ the ratio is $0.106/1.008=0.11$, yet the repulsive reflection is four times the Born value. The second-order amplitude contains products $U(k-k')U(k'+k)$ over intermediate $k'$, including small transfers at which $U$ is large. The potential energy at the impurity, 165 meV, is also comparable with the kinetic energy.

The ninefold gain at $qR=0.1$ must be read with the same care. In this wire, backscattering with $2kR=0.1$ would need $\hbar v=0.504\times0.1/1.19=0.042$ eV nm, whereas $U=0.180\times10.35=1.86$ eV nm, far outside the Born regime. The gain is a property of the bare matrix element. It carries over to the relaxation rate when the coupling is weak enough for the lowest order to hold; for strong attractive charges the numerical output shows that reflection can instead decrease.

## Computed results

```
wire radius R = 3.0 nm; mass = 0.03 m_e
eps_w = 16; eps_e = 16 (matched) or 4 (low)
kappa = 4.0; kappa^2 = 16.0
impurities per length = 0.0010 1/nm
e^2/(2 pi eps0 eps_w) = 0.1800 eV nm
subband average of ln(R/rho) = 1.0000
qR where A_0 is half of (kappa-1)K0 = 0.673
largest relative error of radial mode check = 2.4e-05
qR; F matched; F low; squared gain; sensitivity -dlnU/dln(eps_e)
  0.001; 8.0237; 29.0945; 13.1484; 0.9656
  0.010; 5.7211; 19.8712; 12.0638; 0.9488
  0.100; 3.4207; 10.3469; 9.1494; 0.8611
  0.300; 2.3343; 5.5290; 5.6105; 0.6488
  1.000; 1.2119; 1.6803; 1.9222; 0.2168
  2.000; 0.6739; 0.7306; 1.1755; 0.0496
  4.000; 0.2952; 0.2968; 1.0112; 0.0032
  8.000; 0.0994; 0.0994; 1.0001; 0.0000
z/R; axial potential / outer-medium Coulomb potential (low eps_e)
  0.3; 0.3949
  1.0; 0.6858
  3.0; 1.0513
  10.0; 1.0852
  30.0; 1.0179
  100.0; 1.0023
far excess at z/R = 300: quadrature 3.268e-04, law 3.265e-04
weak-coupling reflection/strength^2: wave 0.2389, Born 0.2386
potential energy at z=0: matched 105.4 meV, low 164.9 meV
E = 50 meV: k = 0.1984 1/nm, 2kR = 1.191, hbar v = 0.5040 eV nm
  matched: |U(2k)| = 0.1917 eV nm, Born 1/tau = 2.216e+11 1/s
    reflection: Born 0.1447, repulsive 0.3121, attractive 0.0500
  low: |U(2k)| = 0.2462 eV nm, Born 1/tau = 3.654e+11 1/s
    reflection: Born 0.2386, repulsive 0.9798, attractive 0.0176
  Born rate ratio low/matched = 1.6484
E = 200 meV: k = 0.3968 1/nm, 2kR = 2.381, hbar v = 1.0080 eV nm
  matched: |U(2k)| = 0.1010 eV nm, Born 1/tau = 3.077e+10 1/s
    reflection: Born 0.0100, repulsive 0.0166, attractive 0.0061
  low: |U(2k)| = 0.1060 eV nm, Born 1/tau = 3.386e+10 1/s
    reflection: Born 0.0111, repulsive 0.0472, attractive 0.0038
  Born rate ratio low/matched = 1.1006
```
